\section*{The Trap-Filled-Limit Voltage and the Steep Rise of Injected Current}

\section{An extrapolation that fails}

Below a certain voltage, the current injected into an insulator with traps can follow a square law, $J\propto V^2$. Suppose that this law is used to predict the current at a higher voltage. In the example worked below, the current density at 112 V is $1.93\times10^{-8}$ A/cm$^2$. Scaling it by the square of the voltage to 447 V multiplies it by 16 and gives $3.1\times10^{-7}$ A/cm$^2$. The drift model with the same traps gives $0.63$ A/cm$^2$, two million times more. At 112 V the current is already about twice the ideal trap-limited square law, but that departure is tiny beside this one. Within the model, mobility, contact and temperature are all unchanged. The traps have become full, and the voltage at which this happens is
\begin{equation}
V_{\rm TFL}=\frac{eN_tL^2}{2\varepsilon}
\label{eq:target}
\end{equation}
when $N_t$ traps per unit volume, initially empty, fill a layer of thickness $L$ and permittivity $\varepsilon$. Without this result, such a rise could be mistaken for breakdown, and the density of initially empty traps that it reveals would be missed. A steep rise in a measured curve does not by itself prove trap filling; the limits of the model are collected at the end.

\section{The model}

Electrons enter at $x=0$ and leave at $x=L$. The symbols $E$, $J$ and $V$ denote positive magnitudes: $E$ is the field strength that drives electrons towards $+x$. The sample is neutral in equilibrium, where the free density is $n_0$. Holes are absent, the mobility $\mu$ is constant, and diffusion is neglected at first. The injecting contact supplies as many electrons as are needed, which is expressed by $E(0)=0$.

The traps are uniform in space and have one energy $E_t$. They hold at most one electron, with two spin states, and exchange electrons with the band fast enough to stay in equilibrium with the local free density $n$. With quasi-Fermi level $F$,
\begin{equation}
\frac{n_t}{N_t-n_t}=2e^{(F-E_t)/kT},\qquad n=N_ce^{-(E_c-F)/kT}.
\end{equation}
Eliminating $F$ gives $n_t/(N_t-n_t)=n/n_1$, and hence
\begin{equation}
n_t=\frac{N_tn}{n+n_1},\qquad n_1=\frac{N_c}{2}e^{-(E_c-E_t)/kT}.
\label{eq:occ}
\end{equation}
Thus $n_1$ is the free density at which half the traps are full. The density of traps that are empty in equilibrium is
\begin{equation}
P=N_t-\frac{N_tn_0}{n_0+n_1}=\frac{N_tn_1}{n_0+n_1}.
\label{eq:P}
\end{equation}
Traps already full in equilibrium are part of the neutral state and cannot take up injected charge. The general threshold therefore contains $P$, and \eqref{eq:target} follows when $n_0\ll n_1$. From here on,
\begin{equation}
V_{\rm TFL}=\frac{ePL^2}{2\varepsilon}.
\label{eq:VP}
\end{equation}
The word ``deep'' has two sides. The traps must be deep enough that $n_1\ll P$, so that they fill while free electrons are still scarce. If they lie so deep that equilibrium electrons fill most of them, $P$ and the threshold fall far below the values set by $N_t$. A steep rise at \eqref{eq:VP} still survives in the drift model as long as $n_0\ll P$. The full condition, derived below, is $n_0+n_1\ll P$.

\section{First derivation: counting charge}

Let $\rho$ be the excess electron density, free and trapped, over equilibrium. Poisson's equation is $dE/dx=e\rho/\varepsilon$. Since $E(0)=0$,
\begin{equation}
V=\int_0^L E\,dx=\frac{e}{\varepsilon}\int_0^L\!dx\int_0^x\!\rho(x')\,dx'
=\frac{e}{\varepsilon}\int_0^L(L-x)\rho(x)\,dx .
\label{eq:moment}
\end{equation}
The last form follows by exchanging the order of integration: the charge at $x'$ contributes to the field over the remaining distance $L-x'$.

The trapped part of $\rho$ cannot exceed $P$. If it equals $P$ everywhere and the free part is negligible, then
\begin{equation}
E(x)=\frac{ePx}{\varepsilon},\qquad
V=\frac{eP}{\varepsilon}\int_0^L(L-x)\,dx=\frac{ePL^2}{2\varepsilon}.
\label{eq:linear}
\end{equation}
This is \eqref{eq:VP}. The factor $1/2$ comes from the linear field, whose mean is half its exit value.

Equation \eqref{eq:moment} also gives a bound. Trapped charge can account for a voltage of at most $V_{\rm TFL}$, so any voltage above it must be supported by free electrons:
\begin{equation}
V-V_{\rm TFL}\le\frac{e}{\varepsilon}\int_0^L(L-x)(n-n_0)\,dx .
\label{eq:bound}
\end{equation}

To find the current, write the drift law as $J=e\mu nE$. The current is the same at every $x$, so \eqref{eq:linear} implies
\begin{equation}
n(x)=\frac{n_LL}{x},\qquad J=e\mu n_L\frac{ePL}{\varepsilon},
\label{eq:JnL}
\end{equation}
where $n_L=n(L)$ is the lowest free density in the layer. Two requirements make the picture consistent. Nearly all the initially empty traps must be filled even at the exit, so $n_L\gg n_0+n_1$, and the free charge must be small, so $n_L\ll P$. Within this window, \eqref{eq:linear} contains no $n_L$, while \eqref{eq:JnL} is proportional to it. The current can therefore grow by a large factor at nearly constant voltage.

The cause can be read from the charge balance. Below threshold, an added electron is most likely to be trapped. It then helps to support the voltage but carries no current. As the threshold is approached, few traps remain empty. Their density falls only as $1/n$, as shown below, so filling most of those that are left requires $n$ to rise by a large factor, although the voltage gained is small. Just beyond the threshold, a further increase of voltage requires added free charge. That charge is small compared with $eP$, but it can be large compared with the free charge already present, and the current then multiplies again.

The same picture gives the first corrections. Let $n_s=n_0+n_1$. By \eqref{eq:occ} and \eqref{eq:P}, the density of traps still empty is
\begin{equation}
N_t-n_t=\frac{N_tn_1}{n+n_1}\simeq\frac{Pn_s}{n}=\frac{Pn_sx}{n_LL}.
\end{equation}
Put into \eqref{eq:moment} as missing charge, it changes the voltage by
\begin{equation}
\delta V_-=-\frac{ePn_s}{\varepsilon n_LL}\int_0^L(L-x)x\,dx
=-\frac{ePn_sL^2}{6\varepsilon n_L}=-V_{\rm TFL}\frac{n_s}{3n_L}.
\label{eq:minus}
\end{equation}
The free charge has density $n_LL/x$, which would diverge at the contact. The linear field fails where this density reaches $P$, at $x=uL$ with $u=n_L/P$. Cutting the integral there gives
\begin{equation}
\delta V_+\simeq\frac{en_LL}{\varepsilon}\int_{uL}^L\frac{L-x}{x}\,dx
\simeq\frac{en_LL^2}{\varepsilon}\Bigl[\ln\frac1u-1\Bigr].
\label{eq:plus}
\end{equation}
The choice of cutoff leaves the constant beside the logarithm uncertain. The second derivation determines it.

\section{Second derivation: integrating the whole curve}

Now no assumption is made about how full the traps are. From \eqref{eq:occ}, the trapped excess is
\begin{equation}
N_t\left[\frac{n}{n+n_1}-\frac{n_0}{n_0+n_1}\right]
=\frac{N_tn_1(n-n_0)}{(n+n_1)(n_0+n_1)}=\frac{P(n-n_0)}{n+n_1}.
\end{equation}
Adding the free excess $n-n_0$ gives
\begin{equation}
\rho=\frac{(n-n_0)(n+n_1+P)}{n+n_1}.
\label{eq:rho}
\end{equation}

Define $a=J/(e\mu)$, so that $E=a/n$ and $dE=-a\,dn/n^2$. Poisson's equation then becomes
\begin{equation}
dx=\frac{\varepsilon}{e\rho}\,dE=-\frac{\varepsilon a}{e}\frac{dn}{n^2\rho}.
\end{equation}
At the injector $E=0$ means $n\to\infty$, and $n$ falls to $n_L$ at the exit. Integrating $dx$ and $E\,dx=(a/n)\,dx$ yields
\begin{equation}
L=\frac{\varepsilon a}{e}K_2,\quad V=\frac{\varepsilon a^2}{e}K_3,\quad
K_m=\int_{n_L}^{\infty}\frac{dn}{n^m\rho(n)} .
\label{eq:K}
\end{equation}
The first relation gives $a=eL/(\varepsilon K_2)$. Therefore
\begin{equation}
V=\frac{eL^2}{\varepsilon}\frac{K_3}{K_2^2},\qquad
J=\frac{e^2\mu L}{\varepsilon K_2}.
\label{eq:param}
\end{equation}
These equations trace the complete current--voltage curve of the drift model as $n_L$ runs from $n_0$ upwards.

\subsection{The plateau in voltage}

For $n_s\ll n_L\ll P$, the integrals are dominated by densities near $n_L$, where \eqref{eq:rho} reduces to $\rho\simeq P$. Hence
\begin{equation}
K_2\simeq\frac{1}{Pn_L},\quad K_3\simeq\frac{1}{2Pn_L^2},\quad
\frac{K_3}{K_2^2}\simeq\frac{P}{2}.
\end{equation}
The exit density cancels from $V$, and \eqref{eq:VP} is recovered. The current becomes $J=e^2\mu LPn_L/\varepsilon$, in agreement with \eqref{eq:JnL}.

For the upper end of the window, keep $\rho=P+n$. The partial fractions
\begin{align}
\frac{1}{n^2(n+P)}&=\frac{1}{Pn^2}-\frac{1}{P^2n}+\frac{1}{P^2(n+P)},\\
\frac{1}{n^3(n+P)}&=\frac{1}{Pn^3}-\frac{1}{P}\,\frac{1}{n^2(n+P)}
\end{align}
give, with $\ell=\ln(1+1/u)$,
\begin{equation}
P^2K_2=\frac1u-\ell,\qquad P^3K_3=\frac1{2u^2}-\frac1u+\ell .
\end{equation}
Consequently,
\begin{equation}
\frac{V}{V_{\rm TFL}}=\frac{2K_3}{PK_2^2}
=\frac{1-2u+2u^2\ell}{(1-u\ell)^2}\simeq1+2u(\ell-1).
\end{equation}
For small $u$, $\ell\simeq\ln(1/u)$. The constant is thus $-1$, as the cutoff in \eqref{eq:plus} happened to give.

For the lower end, $1/\rho\simeq(1+n_s/n)/P$ to first order in $n_s/n$. With $w=n_s/n_L$,
\begin{equation}
K_2\simeq\frac{1+w/2}{Pn_L},\quad
K_3\simeq\frac{1+2w/3}{2Pn_L^2},\quad
\frac{V}{V_{\rm TFL}}\simeq\frac{1+2w/3}{(1+w/2)^2}\simeq1-\frac w3 .
\end{equation}
This confirms \eqref{eq:minus}. To first order in each small quantity,
\begin{equation}
\frac{V}{V_{\rm TFL}}\simeq1-\frac{n_s}{3n_L}
+2u\Bigl[\ln\frac1u-1\Bigr].
\label{eq:corr}
\end{equation}

On the plateau $d\ln J/d\ln n_L\simeq1$. Differentiating \eqref{eq:corr} with respect to $\ln n_L$ then gives the logarithmic slope
\begin{equation}
\frac{d\ln J}{d\ln V}\simeq
\left\{\frac{n_s}{3n_L}+2u\Bigl[\ln\frac1u-2\Bigr]\right\}^{-1}.
\label{eq:slope}
\end{equation}
The slope is large because both terms are small, but it is finite. The rise is nearly vertical, not a discontinuity.

\subsection{The laws on either side}

For $n_0\ll n_L\ll n_1$, the traps near the exit are mostly empty and $\rho\simeq n/\theta$, where $\theta=n_1/(n_1+P)$. Then $K_2=\theta/(2n_L^2)$ and $K_3=\theta/(3n_L^3)$, so
\begin{equation}
V=\frac{4eL^2n_L}{3\varepsilon\theta},\qquad
J=\frac{2e^2\mu Ln_L^2}{\varepsilon\theta}.
\end{equation}
Solving the first for $n_L$ and inserting it into the second gives
\begin{equation}
J=\frac{2e^2\mu L}{\varepsilon\theta}
\left(\frac{3\varepsilon\theta V}{4eL^2}\right)^2
=\frac98\,\theta\varepsilon\mu\frac{V^2}{L^3}.
\label{eq:square}
\end{equation}
For $n_L\gg P$, $\rho\simeq n$ and the same steps give \eqref{eq:square} with $\theta=1$. At a common voltage the two square laws differ by the factor $1/\theta=(P+n_1)/n_1$. The steep section joins them, and by \eqref{eq:P} their separation is $1+N_t/(n_0+n_1)$. It grows with trap depth and saturates near $N_t/n_0$ once $n_1<n_0$. In that case the range $n_0\ll n_L\ll n_1$ is empty and the trap-limited square law does not appear.

At the lowest voltages $n_L\to n_0$. The factor $n-n_0$ in $\rho$ then makes both integrals logarithmically large near $n_0$, so $K_3/K_2\to1/n_0$. Equation \eqref{eq:K} gives $V/L=aK_3/K_2\to a/n_0$, which is Ohm's law $J=en_0\mu V/L$. It meets the trap-limited square law at $V=8en_0L^2/(9\theta\varepsilon)$.

\section{A worked layer}

Take round model parameters: $L=50\,\mu$m, relative permittivity 10, $N_t=10^{14}$ cm$^{-3}$, trap depth 0.70 eV, $N_c=10^{19}$ cm$^{-3}$, $n_0=10^5$ cm$^{-3}$, $\mu=1$ cm$^2$/(V\,s) and $T=300$ K. Equation \eqref{eq:occ} gives $n_1=8.70\times10^6$ cm$^{-3}$. The equilibrium filling is $n_0/(n_0+n_1)=0.0114$, so $P=0.9886\,N_t$. With all traps counted the threshold would be 226.2 V. With the empty ones it is
\begin{equation}
V_{\rm TFL}=0.9886\times226.2\ {\rm V}=223.6\ {\rm V}.
\end{equation}
The exit field $8.94\times10^4$ V/cm, multiplied by half the thickness, gives the same voltage within rounding. Ohm's law and the trap-limited law cross at 4.6 V, far below threshold. Both are limiting laws, and the square law is followed only roughly in this layer. At 112 V, \eqref{eq:square} gives $8.8\times10^{-9}$ A/cm$^2$, less than half the drift current in the table below, because $n_L$ is then no longer small compared with $n_1$.

The drift model gives the following values. Filling means the fraction of all traps that are occupied, averaged over the layer. The last column is the ratio of free to trapped excess charge.

\begin{center}
\begin{tabular}{ccccc}
$V/V_{\rm TFL}$ & $J$ (A/cm$^2$) & $n_L$ (cm$^{-3}$) & filling & free/trapped\\
0.50 & $1.93\times10^{-8}$ & $3.23\times10^{6}$ & 0.425 & $6.5\times10^{-7}$\\
0.90 & $3.33\times10^{-7}$ & $2.70\times10^{7}$ & 0.861 & $4.2\times10^{-6}$\\
0.99 & $4.08\times10^{-6}$ & $2.89\times10^{8}$ & 0.985 & $3.7\times10^{-5}$\\
1.01 & $1.16\times10^{-3}$ & $8.04\times10^{10}$ & 1.000 & $5.8\times10^{-3}$\\
1.10 & $2.06\times10^{-2}$ & $1.35\times10^{12}$ & 1.000 & 0.063\\
2.00 & 0.631 & $2.59\times10^{13}$ & 1.000 & 0.70
\end{tabular}
\end{center}

Between 0.99 and 1.01 of the threshold, the current rises 284 times and $n_L$ rises 278 times. The field hardly changes, so the current follows the free density. At 0.99, $n_s/(3n_L)=8.80\times10^6/(8.68\times10^8)=0.010$, which is the missing one per cent of voltage. At 1.01, $u=8.1\times10^{-4}$, and the free-charge term in \eqref{eq:corr} is $2u(7.1-1)=0.010$, the additional one per cent.

At $1.10\,V_{\rm TFL}$ the free charge is 6.3 per cent of the trapped charge, yet it supports a voltage excess of 10 per cent. This is possible because free electrons are concentrated near the injector, where the weight $L-x$ in \eqref{eq:moment} is largest. At twice the threshold, trapped charge still exceeds free charge, so the trap-free square law has not yet been reached.

The two square laws differ by $1/\theta=1.1\times10^7$. This is the separation of the asymptotes, not the current ratio across a narrow voltage interval: from 0.90 to 1.10 of the threshold the current rises by $6.2\times10^4$.

On a grid of densities 6 per cent apart, the largest logarithmic slope is found at $n_L=4.67\times10^9$ cm$^{-3}$, where $u=4.72\times10^{-5}$. Equation \eqref{eq:slope} gives
\begin{equation}
\left[6.3\times10^{-4}+7.5\times10^{-4}\right]^{-1}\simeq725,
\end{equation}
and the full drift curve gives the same value to the digits shown. The remaining empty traps and the growing free charge limit the steepness about equally.

A level at 0.80 eV shows why the initial occupation matters. Now $n_1=1.82\times10^5$ cm$^{-3}$, and 35.5 per cent of the traps are full in equilibrium. The threshold falls to $0.645\times226.2=145.9$ V. Direct integration of Poisson's equation at one current on the plateau gives 145.95 V. Equation \eqref{eq:target} with the total $N_t$ would be wrong here by 80 V.

\section{What diffusion changes}

So steep a drift curve is sensitive to small omitted voltages. Let $\phi=kT/e$. With diffusion, the scaled current is
\begin{equation}
a=nE-\phi\frac{dn}{dx}.
\end{equation}
The field now vanishes at a plane $x_m$ inside the layer. Between the contact and this plane, electrons diffuse against the field. Near the plane the traps are full, so $E=ks$, with $s=x-x_m$ and $k=eP/\varepsilon$. Multiplying $\phi n'-ksn=-a$ by $e^{-ks^2/2\phi}/\phi$ makes the left side a derivative. The solution that does not grow exponentially towards the collector is
\begin{equation}
n(s)=\frac a\phi e^{ks^2/2\phi}\int_s^\infty e^{-kt^2/2\phi}\,dt .
\end{equation}
At $s=0$ this gives $n_m=a\sqrt{\pi/(2k\phi)}$. At the contact, $s=-x_m$. If $x_m$ is several times $L_D=\sqrt{\phi/k}$, the integral there is nearly the full Gaussian integral, twice its value at $s=0$. For contact density $n_c$,
\begin{equation}
n_c\simeq2n_me^{x_m^2/2L_D^2},\qquad
x_m\simeq L_D\sqrt{2\ln\frac{n_c}{2n_m}} .
\label{eq:xm}
\end{equation}

The applied voltage is the drop in quasi-Fermi potential,
\begin{equation}
V=\int_0^L\frac an\,dx=\int_0^LE\,dx+\phi\ln\frac{n_c}{n_L}.
\end{equation}
Here $\int_0^L E\,dx=k[(L-x_m)^2-x_m^2]/2$, and \eqref{eq:xm} gives $kx_m^2/2=\phi\ln(n_c/2n_m)$. Thus
\begin{equation}
V=\frac k2(L-x_m)^2+\phi\ln\frac{2n_m}{n_L}.
\end{equation}
The last term is about 0.15 V at the higher current considered below. Neglecting it, and keeping the drift corrections through the drift voltage at the same current, gives the estimate $V\simeq V_{\rm drift}(1-x_m/L)^2$.

In the example $L_D=0.38\,\mu$m. With $n_c=10^{14}$ cm$^{-3}$, two currents a factor of ten apart give:

\begin{center}
\begin{tabular}{ccccc}
$J$ (A/cm$^2$) & $x_m$ ($\mu$m) & drift & estimate & full\\
$6.63\times10^{-6}$ & 1.37 & 222.2 V & 210.2 V & 210.5 V\\
$6.69\times10^{-5}$ & 1.10 & 223.7 V & 214.0 V & 214.2 V
\end{tabular}
\end{center}

The $x_m$ column is the estimate \eqref{eq:xm}. The last column integrates the drift--diffusion equations numerically, with pure drift, $n_LE=a$, at the collector. A collector that also held the density $n_c$ would lower these voltages by about $\phi\ln(n_c/n_L)\simeq0.3$ V. The rise thus begins some 4 to 5 per cent below the drift voltage. It is also less steep, because $x_m$ shrinks as the current grows. Between these currents the mean logarithmic slope is about 360 from drift alone and 132 with diffusion. In the estimate the inverse slopes add: drift contributes 0.0028 and the motion of $x_m$ contributes 0.0048, which together give $1/0.0076\simeq132$.

Equation \eqref{eq:xm} neglects free charge near the contact, which is strictly justified only for $n_c\ll P$. In the table, where $n_c\simeq P$, the estimated voltage shifts still agree with the full ones within 3 per cent, but a much larger $n_c$ is outside its range. For $n_c=10^{17}$ cm$^{-3}$, the full calculation gives 211.2 V at the higher current, a further 3 V lower. The simple threshold remains a good scale when $x_m\ll L$. Since $L_D^2/L^2=\phi/(2V_{\rm TFL})$, this requires $eV_{\rm TFL}\gg kT$ by a wide margin.

\section{What each derivation assumes}

Both derivations use one mobile carrier, uniform traps, neutrality in equilibrium and $E(0)=0$. The first assumes full traps and negligible free charge, then checks when these assumptions agree with a steady current. The voltage itself requires neither a mobility nor a law of trap occupation. Those enter only through the current and the limits of the window. The bound \eqref{eq:bound} is more general than the plateau. Given uniform traps and $E(0)=0$, it needs only the fact that the trapped excess density cannot exceed $P$, not that the traps are full.

The second derivation assumes constant mobility, a single trap level and local trap equilibrium from the start. In return it gives the whole drift curve, shows that the plateau appears without being imposed, and fixes the constant in the free-charge correction. It also shows how the result fails: if $n_0+n_1$ is not small compared with $P$, the window closes and no steep section separates the two square laws.

Neither drift derivation includes diffusion. Since they share that omission, their agreement on the threshold cannot test it; the separate drift--diffusion calculation does. The model also has limits that a real layer can reach. At 447 V and 0.63 A/cm$^2$ it dissipates about 280 W/cm$^2$, so a steady measurement would not stay at 300 K in a poor heat conductor. At that current a contact density of $10^{14}$ cm$^{-3}$ would need a drift field $J/(e\mu n_c)\simeq4\times10^4$ V/cm at the injector, against a mean field of $9\times10^4$ V/cm, so $E(0)=0$ requires a much richer contact. For traps that are charged when empty, the field lowers the escape barrier by $\sqrt{eE/\pi\varepsilon}\simeq0.07$ V at the threshold exit field, nearly $3kT/e$, so $n_1$ is not constant. The curve is a steady state: with a capture cross-section $\sigma=10^{-15}$ cm$^2$ and thermal speed $v=10^7$ cm/s, the emission time $1/(\sigma vn_1)$ is about 10 s at 0.70 eV and about 9 minutes at 0.80 eV, and faster sweeps need not follow it. Finally, the threshold measures $P$, not $N_t$, and the sharp rise is shown here only for a single level. The numerical output below lists the main computed values.

\section*{Table of computed values}
\begin{verbatim}
thickness L = 50 um; relative permittivity = 10
N_t = 1.0e+14 cm^-3; N_c = 1.0e+19 cm^-3
n0 = 1.0e+05 cm^-3; mobility = 1.0 cm^2/(V s)
temperature = 300 K; kT/e = 0.02585 V
trap depth = 0.70 eV; n1 = 8.699e+06 cm^-3
equilibrium trap filling = 0.0114
initially empty traps P = 9.8864e+13 cm^-3
e N_t L^2/(2 eps) = 226.19 V
V_TFL = e P L^2/(2 eps) = 223.62 V
exit field e P L/eps = 0.0894 MV/cm
Ohmic/trap-limited crossing = 4.57 V
theta = 8.799e-08; square-law current ratio = 1.136e+07
largest relative voltage difference, two methods = 2.6e-09
current/law: Ohm 1.0022, traps 1.00008, trap-free 0.99995
Drift model: V/V_TFL, V (V), J (A/cm^2), n_L (cm^-3), mean trap filling, free/trapped excess charge, E(L)L/V
0.50, 111.81, 1.934e-08, 3.227e+06, 0.42467, 6.507e-07, 1.6722
0.90, 201.26, 3.331e-07, 2.704e+07, 0.86134, 4.221e-06, 1.9106
0.99, 221.38, 4.082e-06, 2.892e+08, 0.98518, 3.736e-05, 1.9900
1.01, 225.85, 1.159e-03, 8.039e+10, 0.99995, 5.820e-03, 1.9916
1.10, 245.98, 2.059e-02, 1.352e+12, 1.00000, 6.258e-02, 1.9320
2.00, 447.24, 6.309e-01, 2.589e+13, 1.00000, 7.002e-01, 1.7002
J(1.10)/J(0.90) = 6.181e+04
J(1.01)/J(0.99) = 2.838e+02
largest d lnJ/d lnV, drift = 725.0; formula = 724.6
n_L at largest slope = 4.670e+09 cm^-3
deeper trap 0.80 eV: n1 = 1.818e+05 cm^-3
deeper trap: equilibrium filling = 0.3549
deeper trap: e P L^2/(2 eps) = 145.92 V; direct drift voltage = 145.95 V
diffusion length scale L_D = 0.3801 um
diffusion check: contact density = 1.0e+14 cm^-3
J = 6.632e-06 A/cm^2: drift 222.24 V, with diffusion 210.50 V, estimate 210.24 V
  n_m = 7.629e+10 cm^-3; x_m = 1.369 um
J = 6.690e-05 A/cm^2: drift 223.67 V, with diffusion 214.21 V, estimate 213.95 V
  n_m = 7.695e+11 cm^-3; x_m = 1.098 um
mean d lnJ/d lnV between these, with diffusion = 132.4
same higher J, contact density 1.0e+17 cm^-3: 211.17 V
\end{verbatim}
